# Special thermal displacement with alternating branch signs: errors against supercell size

Suppose each phonon of a supercell is displaced by its thermal root-mean-square amplitude, and a spectrum is computed for this one frozen structure. If all branches at a wavevector get the same sign, the result can stay wrong however large the supercell. In the model chain below, evaluated at 23 energies, the largest thermal change of the electronic density of states is 0.022 states/Ha per cell (0.031 on a grid ten times finer). The equal-sign structure makes a second-order error of up to 0.0145 states/Ha, the same for 17 cells as for 257 to within one per cent. The error comes from products of different modes, which average to zero in the thermal ensemble but not in a single structure. Alternating signs remove it at a rate $1/N$, where $N$ is the number of cells.

## Two modes, then five cells

Take a quantity $O$ that depends on two independent harmonic coordinates of zero mean and variances $\sigma_1^2,\sigma_2^2$:

$$O=O_0+g_1x_1+g_2x_2+\tfrac12h_1x_1^2+\tfrac12h_2x_2^2+f\,x_1x_2 .$$

Since $\langle x_j\rangle=0$ and $\langle x_1x_2\rangle=0$, the thermal average is $O_0+\frac12h_1\sigma_1^2+\frac12h_2\sigma_2^2$. At the single point $x_j=s_j\sigma_j$ with $s_j=\pm1$, the squares are right because $s_j^2=1$. What remains is

$$O(s\sigma)-\langle O\rangle=\underbrace{s_1g_1\sigma_1+s_2g_2\sigma_2}_{\text{linear}}+\underbrace{s_1s_2f\sigma_1\sigma_2}_{\text{cross}} .$$

Averaging over the points $\pm s\sigma$ removes the linear error. It leaves the cross error, since $s_1s_2$ is unchanged when both signs flip. The cross error needs a partner of nearly equal size and opposite sign, and a crystal supplies one at the neighbouring wavevector.

Consider a ring of five cells with two branches. Its positive wavevectors are $q_1=2\pi/5$ and $q_2=4\pi/5$. Let the cross error per cell be $C=\frac15\sum_k s_{k1}s_{k2}F(q_k)$, and try the smooth function $F(q)=\frac12F_\pi(1-\cos q)$. With $\cos q_1+\cos q_2=-\frac12$ and $\cos q_1-\cos q_2=\frac{\sqrt5}{2}$,

$$\text{equal signs: } C=\frac{F(q_1)+F(q_2)}5=\frac{F_\pi}{4},\qquad
\text{products }-,+:\ C=\frac{F(q_2)-F(q_1)}5=\frac{\sqrt5}{20}F_\pi .$$

For $N=2n+1$ cells with $n$ even and $q_k=2\pi k/N$, the same trial function can be summed in closed form. From $\sum_{k=1}^n\cos q_k=-\frac12$, equal signs give $C=(n+\frac12)F_\pi/(2N)=F_\pi/4$ for every size. For alternating products, multiply $\sum_{k=1}^n(-1)^k\cos q_k$ by $2\cos(\pi/N)$. Neighbouring terms cancel and leave $-\cos(\pi/N)+\cos\pi$, so

$$C=-\frac{F_\pi}{2N}\sum_{k=1}^n(-1)^k\cos q_k=\frac{F_\pi}{4N}\left[1+\frac1{\cos(\pi/N)}\right]\to\frac{F_\pi}{2N}.$$

One choice of signs leaves a constant error and the other an error that falls as $1/N$. It remains to show that the electronic spectrum of a vibrating chain has this structure.

## The chain and its thermal amplitudes

Hartree atomic units with $\hbar=1$ are used, and $T$ is the thermal energy. Each cell $l$ holds atoms A and B. Spring $K_1$ joins A to B within the cell, and $K_2\ne K_1$ joins B to the next A. Newton's equations with plane waves and mass-weighted displacements give the dynamical matrix

$$D(q)=\begin{pmatrix}\dfrac{K_1+K_2}{m_A}&-\dfrac{K_1+K_2e^{-iq}}{\sqrt{m_Am_B}}\\[2mm]-\dfrac{K_1+K_2e^{iq}}{\sqrt{m_Am_B}}&\dfrac{K_1+K_2}{m_B}\end{pmatrix},\qquad D\,e_j=\omega_j^2e_j .$$

The off-diagonal element never vanishes because $K_1\neq K_2$. Hence the branches never touch and the A component of $e_j$ is never zero. Choosing that component real and positive makes $e_j(q)$ smooth in $q$, with $e_j(-q)=e_j(q)^*$. This choice matters: a sign assigned to a mode means nothing if the eigenvector may flip at random between neighbouring wavevectors.

The displacements are

$$u_{l\kappa}=\frac1{\sqrt{Nm_\kappa}}\sum_{qj}e_{\kappa j}(q)\,e^{iql}z_{qj},\qquad z_{-q,j}=z_{qj}^* .$$

For $q\neq0$, $z=(x+ix')/\sqrt2$ with two independent real oscillators. In level $\nu$ half the energy is potential, so $\frac12\omega^2\langle x^2\rangle=\frac12(\nu+\frac12)\omega$. With $\langle\nu\rangle=1/(e^{\omega/T}-1)$ this gives

$$\langle|z_{qj}|^2\rangle=\sigma_{qj}^2=\frac{1}{2\omega_{qj}}\coth\frac{\omega_{qj}}{2T},$$

while different branches are uncorrelated. The special displacement $S$ is

$$z_{q_k1}=c_k\sigma_{q_k1},\qquad z_{q_k2}=(-1)^kc_k\sigma_{q_k2},\qquad k=1,\dots,n,$$

with common signs $c_k=\pm1$ still to be chosen. The optical mode at $q=0$ gets $+\sigma$, and rigid translation is omitted because it stretches no bond. The potential energy $\frac12\sum_{qj}\omega_{qj}^2|z_{qj}|^2$ then equals its thermal mean for any signs, so it cannot reveal a bad choice of them.

## What the electrons see

The site energies are $\pm\Delta$. The hoppings are $-t_1+\alpha y_{l1}$ and $-t_2+\alpha y_{l2}$, with stretches $y_{l1}=u_{lB}-u_{lA}$ and $y_{l2}=u_{l+1,A}-u_{lB}$. Inserting the modes gives $y_{lb}=N^{-1/2}\sum_{qj}\beta_{bj}(q)z_{qj}e^{iql}$, where

$$\beta_{1j}=\frac{e_{Bj}}{\sqrt{m_B}}-\frac{e_{Aj}}{\sqrt{m_A}},\qquad \beta_{2j}=\frac{e^{iq}e_{Aj}}{\sqrt{m_A}}-\frac{e_{Bj}}{\sqrt{m_B}} .$$

The perturbation $V$ scatters Bloch states from $k$ to $k+q$ with matrix $N^{-1/2}\sum_jz_{qj}v_j(k+q,k)$. The diagonal of $v_j$ is zero, and

$$v_j^{AB}=\alpha[\beta_{1j}+\beta_{2j}e^{-i(k+q)}],\qquad v_j^{BA}=\alpha[\beta_{1j}+\beta_{2j}e^{ik}] .$$

The spectrum is the density of states per cell with Lorentzian half-width $\eta$:

$$\rho(E)=-\frac1{\pi N}\,\mathrm{Im}\,\mathrm{Tr}\,G,\qquad G=(E+i\eta-H_0-V)^{-1}.$$

From $G^{-1}=G_0^{-1}-V$ follows $G=G_0+G_0VG$, and iteration gives $G=G_0+G_0VG_0+G_0VG_0VG_0+\dots$

**Linear error.** $G_0$ conserves $k$, so $\mathrm{Tr}\,G_0^2V$ keeps only $q=0$. The acoustic stretch vanishes there, which leaves the optical mode:

$$L=-\frac{\sigma_{02}}{\pi\sqrt N}\,\mathrm{Im}\,\frac1N\sum_k\mathrm{tr}\,[G_0(k)^2v_2(k,k)].$$

The mean over $k$ settles to a constant, so $L\propto N^{-1/2}$. Alternation plays no part in this, since a single mode is involved. The pair $\pm S$ removes $L$ at every size.

**Second order.** To return from $k+q$ to $k$, the electron must meet the wave $-q$, whose matrix is the Hermitian conjugate. Therefore

$$\frac1N\mathrm{Tr}\,G_0^2VG_0V=\frac1N\sum_q\sum_{jj'}z_{qj}^*z_{qj'}M_{jj'}(q),$$

$$M_{jj'}(q)=\frac1N\sum_k\mathrm{tr}\,[G_0(k)^2\,v_j^\dagger\,G_0(k+q)\,v_{j'}],\qquad v_j\equiv v_j(k+q,k).$$

Products of different wavevectors are absent by translation symmetry, so only branches at the same $q$ can mix. The hopping model is real, hence $G_0(-k)=G_0(k)^T$, and the vertex for $-q$ between reversed momenta is $v_j^*$. Transposing inside the trace gives $M_{jj'}(-q)=M_{j'j}(q)$. With real amplitudes, $q$ and $-q$ thus contribute equally once the branches are summed. Define

$$R_j=-\frac2\pi\sigma_{qj}^2\,\mathrm{Im}\,M_{jj},\qquad F=-\frac2\pi\sigma_{q1}\sigma_{q2}\,\mathrm{Im}(M_{12}+M_{21}).$$

The thermal average keeps the diagonal part, and $S$ adds the cross part:

$$\Theta=\frac1N\Big[\sum_{k=1}^n\sum_jR_j(q_k)+\tfrac12R_2(0)\Big],\qquad C=\frac1N\sum_{k=1}^ns_{k1}s_{k2}F(q_k).$$

The factor $\frac12$ appears because $q=0$ has no partner. The common signs drop out of $C$, since $c_k^2=1$.

## Why alternation works

The response $F$ is smooth for $0<q\le\pi$, because the eigenvectors are smooth and $\eta>0$ keeps the resolvents finite. The delicate end is $q\to0$, where the acoustic $\sigma$ grows as $1/q$ at $T>0$. The acoustic stretch vanishes as $q$, so their product is finite. In the chosen gauge it tends to $i$ times a real stretch, while the optical stretch is real. Writing the two limiting vertices as $iw_1$ and $w_2$, the sum $M_{12}+M_{21}$ becomes the $k$ mean of $-i\,\mathrm{tr}[G_0^2w_1G_0w_2]+i\,\mathrm{tr}[G_0^2w_2G_0w_1]$. Reversing $k$ and transposing shows that the two means are equal, so $F(0^+)=0$.

Now insert $s_{k1}s_{k2}=(-1)^k$, take $n$ even as in all sizes computed here, and group neighbours:

$$NC=[F(q_2)-F(q_1)]+[F(q_4)-F(q_3)]+\dots$$

The magnitude is at most the total variation of $F$, that is, the sum of its rises and falls. Hence $|C|\le\mathrm{Var}(F)/N$. For the limit, each bracket is about $F'(q)h$ with $h=2\pi/N$, and brackets are spaced by $2h$, so they sum to half the integral of $F'$. With equal signs the sum is an ordinary Riemann sum:

$$NC\to\tfrac12[F(\pi)-F(0^+)]\ \ (\text{alternating}),\qquad C\to\frac1{2\pi}\int_0^\pi F\,dq\ \ (\text{equal}).$$

For odd $n$ the grouping starts with $-[F(q_1)-F(0^+)]$, which is allowed because $F(0^+)=0$. The bound is the same and the alternating limit only changes sign.

The argument fails if neighbouring modes do not respond alike. This happens if the eigenvector signs vary at random from one wavevector to the next, or if the broadening is too narrow for the wavevector spacing.

## Alternation alone makes a pulse

Put $c_k=1$. At fixed $l$, the first branch contributes

$$\frac2{\sqrt N}\mathrm{Re}\sum_{k=1}^n\beta_{b1}\sigma_{q_k1}e^{iq_kl}\approx\frac{\sqrt N}{\pi}\,\mathrm{Re}\int_0^\pi\beta_{b1}\sigma_{q1}e^{iql}\,dq .$$

Waves in phase build a pulse whose height grows as $\sqrt N$. For the second branch $(-1)^k=e^{i\pi k}$, which moves its pulse half way round the ring. The second-order result is unchanged, but an expansion in the stretch is no longer useful.

The freedom in $c_k$ cures this. Let $c_{m+1}=(-1)^{r(m)}$, where $r(m)$ counts adjacent pairs of ones in the binary form of $m$. These Rudin–Shapiro signs are the coefficients of the polynomials $P_p$ built from $P_0=Q_0=1$ by

$$P_{p+1}=P_p+w^{2^p}Q_p,\qquad Q_{p+1}=P_p-w^{2^p}Q_p .$$

For $|w|=1$, $|P_{p+1}|^2+|Q_{p+1}|^2=2(|P_p|^2+|Q_p|^2)$. Starting from 2, this gives $2^{p+1}$ at stage $p$, so neither polynomial exceeds $\sqrt2\,2^{p/2}$. A partial sum of $m$ terms splits, following the binary digits of $m$, into blocks of different lengths $2^p$. By the recursion each block is $\pm P_p$ or $\pm Q_p$ times a phase. Adding the geometric series,

$$\Big|\sum_{k=1}^mc_kw^k\Big|\le\sqrt2\sum_{2^p\le m}2^{p/2}\le\gamma\sqrt m,\qquad\gamma=\frac2{\sqrt2-1}.$$

The factor $(-1)^k$ merely replaces $w$ by $-w$. Let $f_k=\beta_{bj}\sigma_{q_kj}$ and let $\Sigma_k$ be the partial sums. Summation by parts gives

$$\sum_{k=1}^nf_kc_kw^k=f_n\Sigma_n+\sum_{k<n}(f_k-f_{k+1})\Sigma_k,$$

with magnitude at most $\gamma\sqrt n\,[|f_n|+\mathrm{Var}(f)]$. The prefactor $2/\sqrt N$ cancels the growth, so every stretch is bounded independently of $N$.

## What is left after second order

In the pair average all odd orders cancel. The expansion can be closed with the remainder $G_0VG_0VG_0VG_0VG$. Each resolvent has norm at most $1/\eta$, and Hölder's inequality for traces bounds the spectral remainder by $\mathrm{Tr}\,V^4/(\pi N\eta^5)$.

On the ring, $\mathrm{Tr}\,V^4$ is a sum over closed four-step walks. There are six from each site and two sites per cell, so bounded stretches give a bound free of $N$. For the thermal average, a Gaussian product of four stretches is at most $3s^4$, where $s^2$ is the largest stretch variance. The thermal remainder is then at most $2\cdot6\cdot3\,\alpha^4s^4/(\pi\eta^5)$. Altogether

$$\left|\frac{\rho(S)+\rho(-S)}2-\langle\rho\rangle\right|\le|C|+\frac{\mathrm{Tr}\,V^4}{\pi N\eta^5}+\frac{36\,\alpha^4s^4}{\pi\eta^5}.$$

The first term vanishes for large $N$. The other two need not: averaged over the cells, $S$ has the thermal second moments of the stretches up to terms of order $1/N$, but not the full Gaussian distribution. (This holds for the stretches, not for the displacements, whose acoustic amplitude grows as $1/q$: in the model below the mean of $u_{lA}^2$ stays about 0.005 bohr² below its thermal value from 17 to 257 cells.) Enlarging the cell therefore gives no promise of convergence to the full thermal average.

## The method in general

For several separated branches in one dimension, replace the two sign patterns by rows $h_j(k)=\pm1$ of period $B$ that are mutually orthogonal over a period. For four branches, $++++$, $+-+-$, $++--$ and $+--+$ serve. Within a block, subtracting the constant $F_{jj'}(q_{\rm first})$ changes nothing, because $\sum_kh_jh_{j'}=0$. Each block then contributes at most $B$ times the variation of $F_{jj'}$ inside it, and an incomplete last block at most $B\max|F_{jj'}|$. The cross error is again of order $1/N$.

1. Compute frequencies and eigenvectors along $q$, and make each branch smooth.
2. Set $z_{q_kj}=c_kh_j(k)\sigma_{q_kj}$ and $z_{-q}=z_q^*$, and form $S$.
3. Average the spectra of $S$ and $-S$.
4. Enlarge $N$ until the cross error is negligible, and judge the higher orders separately.

## Reading the numbers

The model has round parameters: $m_A=20000$ and $m_B=60000$ electron masses, $K_1=0.12$ and $K_2=0.06$ Ha/bohr², $t_1=0.10$, $t_2=0.06$, $\Delta=\eta=0.02$ Ha, $\alpha=0.02$ Ha/bohr, at 300 K. It omits anharmonicity, electron interactions and nonlinear hopping. The errors below are the largest magnitudes on a grid of 23 energies from $-0.22$ to $0.22$ Ha, in states/Ha per cell, found by diagonalizing slightly displaced supercells; the full set is in the numerical output. The grid spacing equals $\eta$, so the maxima between grid points can be noticeably higher. On a grid ten times finer at 257 cells the thermal shift peaks at 0.0313 instead of 0.0221, the equal-sign cross error at 0.0153 and the linear error at 0.0205, so the ratios of 0.5%, 66% and 90% quoted below become about 0.3%, 49% and 65%. All maxima and percentages below refer to the 23-point grid.

| $N$ | linear | cross, alternating | cross, equal |
|---|---|---|---|
| 17 | 0.0776 | 0.00173 | 0.0146 |
| 65 | 0.0397 | 0.00040 | 0.0145 |
| 257 | 0.0200 | 0.00010 | 0.0145 |

From 65 to 257 cells the linear error halves and the alternating cross error falls by four. At 257 cells $N|C|$ peaks at 0.0256. The limit predicts half of $\max|F(\pi)|=0.0511$, which is also 0.0256. Relative to the thermal shift of 0.0221, the cross error is $0.0001/0.0221\approx0.5\%$ with alternation and $0.0145/0.0221\approx66\%$ without. The linear error is still 90% of that shift, so $S$ alone is of little use here, and the pair removes this error. Leaving the optical mode at $q=0$ at rest would also remove it, at the cost of the small term $R_2(0)/(2N)$ in $\Theta$, but a single structure would still keep the odd orders from the third onward. At 257 cells that term reaches 0.0001 states/Ha and these odd orders 0.0003, so in this model such a single structure would also serve.

At $N=65$ the pair was compared with 800 sampled pairs from the harmonic distribution. Its largest error is 0.0004, about 2% of the thermal change, and about twice the largest standard error of 0.0002. Equal signs give 0.0146, or 67%. At $E=-0.18$ Ha the static value 2.9195 rises to $2.9413\pm0.0001$ by sampling and to 2.9414 with the special pair (0.1081 states/eV). Equal signs give 2.9475, overshooting the rise of 0.0218 by 0.0062.

The common signs matter as well. From 129 to 2049 cells the largest stretch goes from 0.33 to 0.35 bohr with Rudin–Shapiro signs, but from 0.99 to 3.90 bohr with $c_k=1$. In the latter case $\alpha y=0.02\times3.90=0.078$ Ha, more than the weaker hopping itself. At 257 cells the higher-order part of the pair spectrum is 0.0002 states/Ha with these signs and 0.0058 without them, the latter 26% of the thermal shift. The rigorous remainder bounds at $N=65$, 0.06 for $S$ and 0.25 for the thermal average, are far too loose to serve as error estimates; their use is to exclude growth with $N$.

## Numbers as computed

```
temperature: 300 K = 0.000950 Ha
masses A, B: 20000, 60000 electron masses
springs K1, K2: 0.12, 0.06 Ha/bohr^2
hoppings t1, t2: 0.10, 0.06 Ha
site energy, half-width: 0.02, 0.02 Ha
hopping slope alpha: 0.02 Ha/bohr
energy grid: -0.22 to 0.22 Ha, 23 points
optical frequency at q=0: 0.003464 Ha
frequencies at q=pi: 0.001592, 0.003076 Ha
sigma at q=pi: 21.413, 13.259 (atomic units)
Errors: largest magnitude on grid, states/Ha per cell
N, linear, cross alternating, cross equal signs
  17  0.077640  0.0017279  0.014579
  33  0.055781  0.0007951  0.014533
  65  0.039745  0.0003965  0.014535
 129  0.028213  0.0001987  0.014536
 257  0.019988  0.0000996  0.014536
linear error * sqrt(N), N=257: 0.32044 states/Ha
cross error * N, N=257: 0.02559 states/Ha
its predicted limit: 0.02556 states/Ha
max |F(0+)|, max |F(pi)|: 0.000041, 0.051117 states/Ha
thermal shift, largest, N=257: 0.02208 states/Ha
partial sum / sqrt(length): 2.371, bound 4.828
N, largest stretch (bohr): with c_k, with c_k=1, bound
  129  0.3309  0.9850  4.5388
  513  0.3469  1.9543  4.6066
 2049  0.3530  3.9007  4.6226
N=65 potential energy, S and thermal: 0.090551, 0.090551 Ha
N=65 largest rms stretch: 0.1441 bohr
N=65 sampled pairs: 800, largest standard error 0.000221 states/Ha
N=65 largest thermal change: 0.02178 states/Ha
N=65 error of pair, alternating: 0.00042 states/Ha
N=65 error of pair, equal signs: 0.01456 states/Ha
N=65 higher orders of S: 0.00019, bound 0.0642 states/Ha
N=65 higher orders, thermal: 0.00045, bound 0.2469 states/Ha
At E = -0.18 Ha, N=65, states/Ha per cell:
  static 2.91954, sampled 2.94132 +- 0.00013
  special pair 2.94138, equal-sign pair 2.94753
  special pair 0.108094 states/eV
N=257 higher orders, with c_k: 0.00022 states/Ha
N=257 higher orders, c_k=1: 0.00578 states/Ha
```
